\section*{The reflection principle for photodissociation and the first correction to band width}

\section{Why the vertical gap is not enough}

If the only thing known about a repulsive state is its vertical gap from the ground state, the predicted absorption is a sharp line. The band in the example below is 1.20~eV wide, four times the vibrational quantum of the ground state. The vertical gap gives no scale for this width, and the upper state has no vibrational levels that could be counted to find it. The missing quantity is the slope of the repulsive curve. Conversely, a slope inferred from a measured width carries an error unless the size of the first correction is known.

Let $x$ be the displacement of a diatomic molecule of reduced mass $m$ from its ground-state equilibrium. The lower curve is $\tfrac12Kx^2$ with $K=m\omega^2$, and the molecule starts in its lowest state $\phi_0$. Its density $\rho=\phi_0^2$ is Gaussian with variance $\sigma^2=\hbar/(2m\omega)$, so
\begin{equation}
K\sigma^2=\tfrac12\hbar\omega,\qquad \frac{\hbar^2}{m}=4K\sigma^4 .
\label{scales}
\end{equation}
The upper curve is smooth and falls monotonically where $\rho$ matters:
\begin{equation}
V(x)=V_0-Fx+\tfrac12kx^2+\tfrac16cx^3+\dots,\qquad F>0 .
\end{equation}
The transition dipole is taken constant (Condon approximation). The cross section divided by photon frequency is then proportional to
\begin{equation}
S(E)=\langle\phi_0|\delta(E-H)|\phi_0\rangle,\qquad H=\frac{p^2}{2m}+V .
\end{equation}
Energies are counted from the lower minimum, so $h\nu=E-\hbar\omega/2$. The expansion is for large mass at fixed curves, that is, for small $\sigma$. Its dimensionless parameters are
\begin{equation}
\mu=\frac{K\sigma}{F}=\frac{\hbar\omega}{2F\sigma},\qquad
q=\frac{k\sigma}{F},\qquad r=\frac{c\sigma^2}{F}.
\end{equation}
Here $\mu,q$ are of first order in $\sigma$ and $r$ is of second order. Both derivations lead to the full width at half maximum
\begin{equation}
\Gamma=2z_0F\sigma\Big[1-\tfrac12q^2+r\big(\tfrac12-\tfrac{u}{6}\big)
+\mu^2\big(\tfrac12-\tfrac{u}{18}\big)\Big],
\label{main}
\end{equation}
with $u=z_0^2=2\ln2$ and a relative error of order $\sigma^4$. The width, and the position of the maximum found below, refer to $S(E)$. A measured cross section must first be divided by $\nu$: that factor adds to the logarithm of the band a term of first order in $F\sigma/h\nu$, which moves the maximum by $F^2\sigma^2/h\nu$ and changes the width at the same order as the terms in brackets.

\subsection*{Half-height points of a nearly Gaussian band}

Both routes need one piece of algebra. Suppose the logarithm of a band is, up to a constant, $-y^2/2+g_1(y)+g_2(y)$, with $g_1$ odd and of first order, $g_2$ even and of second order, and $g_2(0)=0$. The maximum is at $y=g_1'(0)$ to first order, where the logarithm is $\tfrac12g_1'(0)^2$. At half height it is lower by $\ln2=z_0^2/2$. Insert $y=\pm z_0+d_1\pm d_2$. The first and second orders give
\begin{align}
d_1&=g_1(z_0)/z_0,\label{d1}\\
z_0d_2&=-\tfrac12d_1^2+g_1'(z_0)d_1+g_2(z_0)-\tfrac12g_1'(0)^2.\label{d2}
\end{align}
The separation of the two points is $2(z_0+d_2)$.

\section{First derivation: the short-time autocorrelation}

Writing the delta function as a time integral gives
\begin{equation}
S(E)=\frac1{2\pi\hbar}\int dt\,e^{iEt/\hbar}C(t),\quad
C(t)=\langle\phi_0|e^{-iHt/\hbar}|\phi_0\rangle .
\label{ft}
\end{equation}
At short times the nuclei have hardly moved. Replace the kinetic energy by its mean, $\hbar\omega/4$:
\begin{equation}
C(t)\approx e^{-i\omega t/4}\int dx\,\rho(x)e^{-iV(x)t/\hbar}.
\end{equation}
The time integral now yields $\delta(E-\hbar\omega/4-V(x))$, and the integral over $x$ gives the reflection principle,
\begin{equation}
S(E)\approx\frac{\rho(x)}{|V'(x)|}\quad\text{at}\quad V(x)=E-\tfrac14\hbar\omega .
\label{reflection}
\end{equation}
The ground-state density is reflected in the repulsive curve onto the energy axis. For constant slope the image is a Gaussian of standard deviation $F\sigma$.

\subsection*{Why short times suffice}

The straight curve $V=V_0-Fx$ can be solved in closed form. In momentum space $x=i\hbar\partial_p$, and the wave function is carried along by the force:
\begin{equation}
\psi(p,t)=\phi_0(p-Ft)\,e^{-iV_0t/\hbar}
\exp\Big[-\frac{i}{2m\hbar}\int_0^t(p-Fs)^2ds\Big].
\end{equation}
Put $p=Q+Ft/2$. The integral becomes $Q^2t+F^2t^3/12$. Since $\phi_0(p)\propto e^{-\sigma^2p^2/\hbar^2}$, the product $\phi_0(p)\phi_0(p-Ft)$ is proportional to $e^{-2\sigma^2Q^2/\hbar^2-F^2\sigma^2t^2/2\hbar^2}$. The Gaussian integral over $Q$, with $\hbar/(4m\sigma^2)=\omega/2$, gives
\begin{equation}
C=\frac{1}{\sqrt{1+i\omega t/2}}
\exp\Big[-\frac{iV_0t}{\hbar}-\frac{F^2\sigma^2t^2}{2\hbar^2}-\frac{iF^2t^3}{24m\hbar}\Big].
\end{equation}
The decay time is $\tau=\hbar/(F\sigma)$. By then the momentum has changed by $F\tau=\hbar/\sigma$, which alone reduces the overlap to $e^{-1/2}$. The displacement is $F\tau^2/2m=2\mu\sigma$, and it alone gives an overlap $e^{-\mu^2/2}$. The two factors do not simply multiply, because the packet also spreads: with $\omega\tau=2\mu$ the closed form gives $|C(\tau)|=e^{-1/2}(1+\mu^2)^{-1/4}$. For small $\mu$ the overlap is therefore lost through the momentum kick, before the packet has moved appreciably.

\subsection*{Cumulants for a curved potential}

For the correction write $\ln C=\sum_n\kappa_n(-it/\hbar)^n/n!$. Let $W$ be $V-\tfrac12Kx^2$ minus its mean in $\phi_0$. With $b=k-K$,
\begin{equation}
W=-Fx+\tfrac12b(x^2-\sigma^2)+\tfrac16cx^3+\dots
\end{equation}
Because $\phi_0$ is an eigenstate of the lower Hamiltonian with energy $\hbar\omega/2$, the operator $D=H-\kappa_1$ satisfies $D\phi_0=W\phi_0$. Hence
\begin{align}
\kappa_1&=V_0+\tfrac12\hbar\omega+\tfrac12b\sigma^2+O(\sigma^4)\nonumber\\
&=V_0+\tfrac12(k+K)\sigma^2+O(\sigma^4),\\
\kappa_2&=\langle W^2\rangle=F^2\sigma^2+\sigma^4(\tfrac12b^2-Fc)+O(\sigma^6).
\label{variance}
\end{align}
The second line uses $\langle(x^2-\sigma^2)^2\rangle=2\sigma^4$ and $\langle x^4\rangle=3\sigma^4$.

Applying $D$ again, the kinetic energy also differentiates $W$. With $\phi_0'=-x\phi_0/(2\sigma^2)$ and (\ref{scales}), $D^2\phi_0=B\phi_0$, where
\begin{equation}
B=W^2+2K\sigma^2xW'-2K\sigma^4W''.
\end{equation}
In terms of $z=x/\sigma$,
\begin{align}
B={}&\sigma^2F^2z^2-\sigma^3F[b(z^3-z)+2Kz]\nonumber\\
&+\sigma^4[\tfrac14b^2(z^2-1)^2-\tfrac13Fcz^4+2Kb(z^2-1)]+\dots
\end{align}
The third cumulant is $\langle WB\rangle$. Its part $\langle W^3\rangle$ is $\tfrac32F^2b\langle x^2(x^2-\sigma^2)\rangle=3F^2b\sigma^4$, and the kinetic part is $2K\sigma^2F^2\langle x^2\rangle$. Thus
\begin{equation}
\kappa_3=F^2\sigma^4(3b+2K)=F^2\sigma^4(3k-K).
\end{equation}
The fourth is $\langle B^2\rangle-3\kappa_2^2$. The terms $3F^4\sigma^4$ cancel. The averages $\langle z^2(z^2-1)^2\rangle=\langle(z^3-z)^2\rangle=10$, $\langle z^6\rangle=15$ and $\langle z^2(z^2-1)\rangle=2$ give, at order $\sigma^6$,
\begin{align}
\frac{\kappa_4}{F^2\sigma^6}={}&(5b^2-10Fc+8Kb)+(10b^2+8Kb+4K^2)\nonumber\\
&-(3b^2-6Fc)=12k^2-8kK-4Fc .
\end{align}

\subsection*{From cumulants to width}

Let $E=\kappa_1+\sqrt{\kappa_2}\,y$ and $s=\sqrt{\kappa_2}\,t/\hbar$. The scaled cumulants are
\begin{equation}
\gamma_3=\frac{\kappa_3}{\kappa_2^{3/2}}=3q-\mu,\quad
\gamma_4=\frac{\kappa_4}{\kappa_2^2}=12q^2-8q\mu-4r
\end{equation}
to leading order. Expanding (\ref{ft}) about the Gaussian,
\begin{equation}
S\propto\int ds\,e^{iys-s^2/2}\Big[1+\frac{i\gamma_3s^3}{6}+\frac{\gamma_4s^4}{24}-\frac{\gamma_3^2s^6}{72}\Big].
\end{equation}
Each $s$ acts as $-i\partial_y$ on $e^{-y^2/2}$, so the bracket becomes $1+\gamma_3h_3/6+\gamma_4h_4/24+\gamma_3^2h_6/72$, with $h_3=y^3-3y$, $h_4=y^4-6y^2+3$ and $h_6=y^6-15y^4+45y^2-15$. In the logarithm $h_6$ is replaced by $h_6-h_3^2=-9y^4+36y^2-15$. With $a=\gamma_3/6$,
\begin{align}
g_1&=a(y^3-3y),\\
g_2&=\tfrac12a^2(-9y^4+36y^2)+\tfrac1{24}\gamma_4(y^4-6y^2).
\end{align}
Equation (\ref{d1}) gives $d_1=a(u-3)$. In (\ref{d2}) the terms without $g_2$ are
\begin{equation}
a^2[-\tfrac12(u-3)^2+3(u-1)(u-3)-\tfrac92]=a^2(\tfrac52u^2-9u).
\end{equation}
Adding $g_2(z_0)$ and dividing by $u$,
\begin{equation}
\Gamma=2z_0\sqrt{\kappa_2}\Big[1+\frac{\gamma_3^2(9-2u)}{36}-\frac{\gamma_4(6-u)}{24}\Big].
\end{equation}
From (\ref{variance}), $\sqrt{\kappa_2}=F\sigma[1+\tfrac14(q-\mu)^2-\tfrac12r]$. Collecting coefficients:
\begin{align}
q^2&:\ \tfrac14+\tfrac14(9-2u)-\tfrac12(6-u)=-\tfrac12,\nonumber\\
q\mu&:\ -\tfrac12-\tfrac16(9-2u)+\tfrac13(6-u)=0,\nonumber\\
\mu^2&:\ \tfrac14+\tfrac1{36}(9-2u)=\tfrac12-\tfrac{u}{18},\nonumber\\
r&:\ -\tfrac12+\tfrac16(6-u)=\tfrac12-\tfrac{u}{6}.\nonumber
\end{align}
This is (\ref{main}). The maximum lies at $y=-\gamma_3/2$, hence at $E=V_0-k\sigma^2+K\sigma^2$. Subtracting $\hbar\omega/2=K\sigma^2$,
\begin{equation}
h\nu_{\max}=V_0-k\sigma^2+O(\sigma^4).
\label{peak}
\end{equation}

\section{Second derivation: overlap with the continuum}

Now $S(E)=|\langle\psi_E|\phi_0\rangle|^2$ with energy-normalized continuum states. Let $x_E$ be the turning point, $V(x_E)=E$, and let $F_E,k_E$ be $-V'$ and $V''$ there. In momentum space write $\psi_E=N e^{-ix_Ep/\hbar}\chi(p)$. The Schr\"odinger equation becomes
\begin{equation}
F_E\,i\hbar\chi'=\frac{p^2}{2m}\chi+\tfrac12k_E(i\hbar\partial_p)^2\chi+\dots
\end{equation}
To leading order $i\hbar\chi'=p^2\chi/(2mF_E)$. Used in the curvature term, this gives $(i\hbar\partial_p)^2\chi=[i\hbar p/(mF_E)+p^4/(4m^2F_E^2)]\chi$. Integration yields
\begin{equation}
\chi=\exp\Big[-\frac{ip^3}{6m\hbar F_E}+\frac{k_Ep^2}{4mF_E^2}\Big].
\end{equation}
In $\phi_0$, $p\sim\hbar/\sigma$. By (\ref{scales}) the retained terms are of order $\mu$ and $q\mu$, while the $p^4$ term and the first contribution of $c$ to $\chi$ are of order $\sigma^3$.

The normalization follows from the classical motion. The phase of $\psi_E(p)$ is $-\int x\,dp/\hbar$ along the classical path $x(p,E)$. Since $\partial x/\partial E=-1/F$ at fixed $p$, with $F$ the local slope, the phase at $E$ exceeds that at $E'$ by $(E-E')t/\hbar$, where $dt=dp/F$. A density $1/(2\pi\hbar F)$ in $p$ is then uniform in $t$ and integrates to $\delta(E-E')$, so $N=(2\pi\hbar F_E)^{-1/2}$ to the order needed.

In the overlap, $p$ becomes $-i\hbar\partial_x$ acting on $\phi_0(x_E)$. With $z=x_E/\sigma$ and (\ref{scales}), $\langle\psi_E|\phi_0\rangle=F_E^{-1/2}R\,\phi_0(x_E)$, where
\begin{equation}
R\phi_0=\big[1-\tfrac23\mu(1+qz)\partial_z^3-q\mu\,\partial_z^2+\tfrac29\mu^2\partial_z^6\big]\phi_0 .
\end{equation}
The factor $1+qz$ comes from $1/F_E=(1+qz)/F$. For $\phi_0\propto e^{-z^2/4}$ the derivatives, divided by $\phi_0$, are
\begin{align}
\partial_z^2&:\ \tfrac14z^2-\tfrac12,\qquad
\partial_z^3:\ \tfrac34z-\tfrac18z^3,\nonumber\\
\partial_z^6&:\ \tfrac18\big(\tfrac18z^6-\tfrac{15}4z^4+\tfrac{45}2z^2-15\big).\nonumber
\end{align}
The first-order part of $R$ is $\mu(z^3/12-z/2)$. Subtracting half its square in the logarithm removes $z^6$:
\begin{align}
2\ln R={}&\mu\big(\tfrac16z^3-z\big)+\mu^2\big(z^2-\tfrac18z^4\big)\nonumber\\
&+q\mu\big(\tfrac16z^4-\tfrac32z^2\big)+\text{const}.
\end{align}
The factor $1/F_E$ in $S$ adds $-\ln(1-qz-\tfrac12rz^2)=qz+\tfrac12(r+q^2)z^2$. So
\begin{align}
g_1={}&qz+\mu(\tfrac16z^3-z),\\
g_2={}&\tfrac12(r+q^2)z^2+\mu^2(z^2-\tfrac18z^4)+q\mu(\tfrac16z^4-\tfrac32z^2).
\end{align}
Let $w=q-\mu$. Then $d_1=w+\mu u/6$, $g_1'(z_0)=w+\mu u/2$ and $g_1'(0)=w$. The terms of (\ref{d2}) without $g_2$ sum to $\tfrac12w\mu u+\tfrac5{72}\mu^2u^2$, hence
\begin{equation}
\frac{d_2}{z_0}=\tfrac12(r+q^2)+\mu^2\big(\tfrac12-\tfrac{u}{18}\big)+q\mu\big(\tfrac{u}6-1\big).
\end{equation}
These points are positions. The energy is $E=V_0-F\sigma(z-\tfrac12qz^2-\tfrac16rz^3)$. Between the two points $z^2$ changes by $4z_0d_1$ and $z^3$ by $2z_0^3$, so
\begin{equation}
\frac{\Gamma}{2z_0F\sigma}=1+\frac{d_2}{z_0}-qd_1-\frac{ru}{6}.
\end{equation}
With $qd_1=q^2+q\mu(u/6-1)$, this is again (\ref{main}). The mixed term disappears because the curved map from position to energy undoes the mixed shift of the half-height positions. The maximum, at $z=w$, reproduces (\ref{peak}).

Setting $\mu=0$ leaves the width of the reflected density itself. At this order the correction thus separates into the shape of the curve ($q,r$) and nuclear motion ($\mu^2$).

\section{A worked band}

Take round model parameters: $m=1$~u, $\hbar\omega=0.3$~eV, and $V=3+3e^{-2x}$ with $V$ in eV and $x$ in \AA. Then $V_0=6$~eV, $F=6$~eV/\AA, $k=12$~eV/\AA$^2$ and $c=-24$~eV/\AA$^3$. The program gives $\sigma=0.0835$~\AA\ and $K=21.53$~eV/\AA$^2$. The slope alone predicts
\begin{equation}
F\sigma=0.501\ \text{eV},\qquad 2z_0F\sigma=1.179\ \text{eV}.
\end{equation}
The shape correction is $-2.14\%$ and the motion correction $+3.80\%$, so
\begin{equation}
\Gamma=1.179\,(1-0.0214+0.0380)=1.199\ \text{eV},
\end{equation}
or 9669~cm$^{-1}$. Grid diagonalization gives 1.200~eV (9680~cm$^{-1}$). The peak formula gives $h\nu_{\max}=5.916$~eV, against 5.917~eV from the grid.

For a straight curve of the same slope, (\ref{main}) gives 1.224~eV and the grid 1.215~eV. The formula overshoots by 0.7\% of the width, a sizeable part of the correction itself. The peak formula gives 6.000~eV for this curve, against 5.990~eV from the grid. The closer agreement for the exponential curve is therefore no measure of the error in general: here $\hbar\omega/(F\sigma)=0.60$, which is not very small.

For the straight curve $\tau=1.3$~fs, against a vibrational period of 13.8~fs. At $\tau$ the displacement is 0.050~\AA. The kick alone leaves an overlap of 0.61, the displacement alone 0.96, and the full $|C(\tau)|$ is 0.59.

For the exponential curve the largest error of (\ref{reflection}), relative to the band maximum, is 8.3\%. It falls to 3.8\% and 1.8\% when the mass is multiplied by 16 and 256 at fixed curves. Each step halves $\sigma$, so this is the expected first-order behaviour. The numerical check also extracts the coefficients of the width correction in this limit for three curves.

\section{What each derivation assumes}

Both derivations assume a constant dipole, a harmonic lower curve and its lowest state. Anharmonicity or a varying dipole changes the width at the order of the correction and moves the maximum at the order of $k\sigma^2$ in (\ref{peak}). To leading order a dipole proportional to $1+\beta x$ shifts the maximum by $-2\beta F\sigma^2$, and a Morse lower curve of range parameter $a$ shifts it by $-aF\sigma^2$. In the worked band, where $k\sigma^2=0.084$~eV and the net width correction is $+1.7\%$, a Morse curve with $a=1.75$~\AA$^{-1}$ moves the maximum by $-0.09$~eV and widens the band by $1.4\%$, and $\beta=1$~\AA$^{-1}$ moves it by $-0.08$~eV and narrows it by $3\%$. For a real molecule the leading width $2z_0F\sigma$ survives, but the corrections given here are incomplete unless these effects are known to be small. Both also need $\mu$, $q$ and $r$ to be small, so they fail where the upper curve is nearly flat under $\rho$.

The first uses the upper curve only near $x=0$, through the early decay of $C(t)$. It does not ask whether the upper state is bound. If the packet later returned, $C(t)$ would revive and structure would appear within the band; the truncated cumulants cannot describe this. In return, the first two cumulants are exact averages over $\phi_0$, which gives the rms width $\sqrt{\kappa_2}$ separately. Its correction differs from that of $\Gamma$ because the band is not Gaussian.

The second assumes from the start a continuum with one turning point at each energy, so that nothing returns. It gives the intensity energy by energy, with the local slope, and shows how the mixed term cancels. It needs the form and normalization of the continuum states, which the first never uses.

\section*{Calculated quantities}
\begin{verbatim}
reduced mass                          1.0 u
vibrational quantum                   0.300 eV
lower force constant K                21.530 eV/A^2
upper curve at x=0, V0                6.000 eV
slope F                               6.000 eV/A
exponential curve: k                  12.000 eV/A^2
exponential curve: c                  -24.000 eV/A^3
position spread sigma                 0.08347 A
F*sigma                               0.50081 eV
hbar*omega/(F*sigma)                  0.5990 (no unit)
decay time tau                        1.314 fs
vibrational period                    13.786 fs
displacement at tau                   0.05000 A
overlap, kick alone at tau            0.6065 (no unit)
overlap, displacement alone at tau    0.9561 (no unit)
closed C(t), largest deviation        2.7e-14 (no unit)
exponential: rms width, exact         0.50996 eV
exponential: rms width, formula       0.50991 eV
FWHM from slope alone                 1.17931 eV
exponential: shape correction         -2.143 percent
exponential: motion correction        +3.795 percent
exponential: FWHM, reflected band     1.15430 eV
exponential: FWHM, formula            1.19879 eV
exponential: FWHM, exact              1.20019 eV
exponential: FWHM, formula            9669 cm^-1
exponential: FWHM, exact              9680 cm^-1
exponential: peak photon energy, form.  5.91640 eV
exponential: peak photon energy, exact  5.91659 eV
straight: rms width, exact            0.51192 eV
straight: FWHM, formula               1.22406 eV
straight: FWHM, exact                 1.21546 eV
straight: peak photon energy, exact   5.99015 eV
exponential, mass x1  : reflection error 8.26 percent of peak
exponential, mass x16 : reflection error 3.76 percent of peak
exponential, mass x256: reflection error 1.80 percent of peak
exponential: FWHM coefficient, numerical 85.41 eV^2/A^4
exponential: FWHM coefficient, formula   85.35 eV^2/A^4
straight: FWHM coefficient, numerical 195.69 eV^2/A^4
straight: FWHM coefficient, formula   196.08 eV^2/A^4
mixed: FWHM coefficient, numerical 158.64 eV^2/A^4
mixed: FWHM coefficient, formula   158.71 eV^2/A^4
\end{verbatim}
